# Why hot electrons in cold silicon drift more slowly along 100

**Question.** In weakly doped n-type silicon at 77 K, electrons in a weak field drift equally fast in every direction. In a field of some hundred volts per centimetre they drift more slowly when the field lies along 100 than when it lies along 111. The crystal is cubic and the phonons are the same in both cases. What makes the difference?

**Answer.** The conduction band has six valleys, two on each 100 axis. Each valley is an ellipsoid with a large mass \(m_l\) along its axis and a small mass \(m_t\) across it. A field along 111 makes the same angle with all the axes, so it treats the six valleys alike. A field along 100 does not. Two valleys then show it their large mass and four show it their small mass. I call them heavy (H) and light (L), meaning the mass along the field; all six have the same density of states.

Light electrons gain more speed between collisions and take more power from the field, so the light valleys become hotter. A hot electron can emit a phonon that carries it to a valley on another axis, which a cooler one often lacks the energy to do. Electrons therefore leave the light valleys faster than the heavy ones, and they accumulate where they respond least to the field. The mean velocity falls.

Two effects are at work here: unequal heating changes the velocity within each valley, and repopulation changes the number of electrons in each valley. A formula is needed to tell which matters more.

**How a valley feels the field**

Assume parabolic valleys, a uniform steady field and scattering by phonons alone. Velocities are counted along the force on the electron, which is opposite to the electric field. Let \(\alpha_i\) be the angles between the force and the valley's principal axes, and define the inverse mass along the field,

\[
a=\sum_i \frac{\cos^2\alpha_i}{m_i}.
\]

For 100 this gives \(a_H=1/m_l\) and \(a_L=1/m_t\). For 111 each squared cosine is \(1/3\), so every valley has

\[
\bar a=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)=\frac13a_H+\frac23a_L .
\]

The ellipsoid becomes a sphere in the variables \(u_i=p_i/\sqrt{2m_i}\), because the energy is then \(\varepsilon=\sum_i p_i^2/2m_i=u^2\). The equation of motion \(\dot p_i=eF\cos\alpha_i\) becomes \(\dot u_i=eF\cos\alpha_i/\sqrt{2m_i}\). This is a constant vector of length

\[
g=eF\sqrt{a/2}.
\]

Assume also that each collision makes the direction of \(\mathbf u\) random, at a rate \(1/\tau(\varepsilon)\) that depends on energy alone. Nothing but the drive then singles out a direction in \(\mathbf u\) space, and the energy distribution of an isolated valley depends on field and orientation through \(F^2a\) alone.

**Heating and drift**

Write the distribution as \(f=f_0(u)+f_1(u)\cos\theta\), with \(\theta\) measured from the drive. Higher angular terms are dropped, which requires that the drive add little to \(u\) between collisions. In the steady state the drive term of the Boltzmann equation balances the collisions. Its part proportional to \(\cos\theta\) reads

\[
g\frac{df_0}{du}=-\frac{f_1}{\tau},\qquad f_1=-g\tau\frac{df_0}{du},
\]

since electrons scattered in arrive with random directions and do not feed \(f_1\).

The number of electrons that the drive carries outward per second through the sphere of radius \(u\) is the integral of \(g\cos\theta\,f\) over its surface. The isotropic part drops out, and \(\cos^2\theta\) averages to \(1/3\):

\[
J=\frac{4\pi}{3}g\,u^2f_1=-\frac{4\pi}{3}g^2\tau u^2\frac{df_0}{du}.
\]

Now use energy as the variable: \(u^2=\varepsilon\) and \(df_0/du=2\sqrt\varepsilon\,df_0/d\varepsilon\). The number of electrons per unit energy is \(4\pi u^2f_0\,du/d\varepsilon=2\pi\sqrt\varepsilon f_0\), which I write as \(\sqrt\varepsilon\,G\), so that \(G=2\pi f_0\). With \(g^2=e^2F^2a/2\),

\[
J(\varepsilon)=-\frac23e^2F^2a\,\tau\,\varepsilon^{3/2}\frac{dG}{d\varepsilon}.
\]

This is diffusion upward in energy, with a strength proportional to \(F^2a\). The field changes the number per unit energy at the rate \(-dJ/d\varepsilon\). The power given to the electrons is \(-\int\varepsilon\,(dJ/d\varepsilon)\,d\varepsilon=\int J\,d\varepsilon\), after integration by parts with \(J=0\) at both ends. The same power is force times velocity. For a valley normalized to one electron,

\[
v=\frac1{eF}\int_0^\infty J\,d\varepsilon=\frac23eFa\int_0^\infty\tau\,\varepsilon^{3/2}\left(-\frac{dG}{d\varepsilon}\right)d\varepsilon .
\]

Here \(v\) is the component along the force. For 111 a single valley also drifts sideways, but by symmetry the sideways parts cancel in the sum over valleys.

**Why the weak-field mobility is isotropic**

In a weak field \(G\) keeps its thermal form \(e^{-\varepsilon/kT}\), apart from a constant, and \(-dG/d\varepsilon=G/kT\). Every valley then has \(v=eFa\bar\tau\), with the common time

\[
\bar\tau=\frac{2}{3kT}\,\frac{\int\tau\,\varepsilon^{3/2}e^{-\varepsilon/kT}d\varepsilon}{\int\varepsilon^{1/2}e^{-\varepsilon/kT}d\varepsilon}.
\]

The valleys are equally filled, so one third of the electrons are heavy for a field along 100. The mean velocity is \(eF\bar\tau(a_H/3+2a_L/3)=eF\bar\tau\bar a\), the same as along 111. Unequal masses alone therefore give no anisotropy. It needs a change in \(\tau\) or in the populations that differs from valley to valley.

**Why hot valleys lose electrons**

A phonon can take an electron to the opposite valley on the same axis (a g process) or to one of the four valleys on the other two axes (an f process). Only f processes move electrons between the heavy and light groups. For a phonon of energy \(\hbar\omega\) and coupling \(D\), the squared matrix element for emission is \(\hbar D^2(n+1)/(2\rho V\omega)\), with \(n\) the thermal phonon number, \(\rho\) the mass density and \(V\) the volume. One valley offers \(Vm_d^{3/2}\sqrt{\varepsilon'}/(\sqrt2\pi^2\hbar^3)\) final states per unit energy, without spin flip. Here \(m_d=(m_lm_t^2)^{1/3}\) and \(\varepsilon'=\varepsilon-\hbar\omega\). Multiplying the two by \(2\pi/\hbar\), and by four final valleys, gives

\[
W_{\rm em}=\frac{4D^2m_d^{3/2}}{\sqrt2\,\pi\rho\hbar^3\omega}\,(n+1)\sqrt{\varepsilon-\hbar\omega},\qquad \varepsilon>\hbar\omega .
\]

Absorption has \(n\) in place of \(n+1\) and \(\varepsilon+\hbar\omega\) under the root. In the parameter set used here the strongly coupled f phonons have energies of 43 and 54 meV (values near 47 and 59 meV are also in use), while \(kT\) is 6.6 meV at 77 K. For the first, \(n\approx e^{-43/6.6}\approx0.0015\), so absorption is rare. Emission is open to an electron above the threshold, and heating is what brings electrons there.

Let \(R_H\) and \(R_L\) be the mean f-type exit rates per electron. An electron leaving a heavy valley always lands in a light one, since both other axes are light. An electron leaving a light valley finds one heavy axis and one light axis, and reaches a heavy valley half the time. In the steady state

\[
N_HR_H=\tfrac12N_LR_L,\qquad s\equiv\frac{N_H}{N_H+N_L}=\frac{R_L}{R_L+2R_H}.
\]

Equal rates give \(s=1/3\), the equilibrium share. If \(R_L>R_H\), the share exceeds one third. The balance assumes no particular shape of the energy distribution.

**Separating the two effects**

Imagine that f processes still take place at their usual rates but return the electron to its own axis. The populations are then locked at one third and two thirds. Let \(\varphi(a)\) be the velocity of a valley that exchanges no electrons with the other axes. Along 111 exchange has no effect, because all valleys are alike, so \(v_{111}=\varphi(\bar a)\). Along 100 the locked velocity is

\[
v_{\rm lock}=\tfrac13\varphi(a_H)+\tfrac23\varphi(a_L).
\]

The whole difference is then

\[
v_{111}-v_{100}=\big[\varphi(\bar a)-v_{\rm lock}\big]+\big[v_{\rm lock}-v_{100}\big].
\]

The first bracket is the cost of unequal heating. It compares a curve at \(\bar a\) with its chord between \(a_H\) and \(a_L\), and it is positive if the curve bends downward. Suppose that heating shortens the effective scattering time as \((F^2a)^{-p}\). Then \(\varphi\propto a^{1-p}\), which bends downward for \(0<p<1\).

The second bracket is the cost of repopulation. If exchange hardly changes the velocities \(v_H\) and \(v_L\) within the valleys, it is

\[
v_{\rm lock}-v_{100}\approx\left(s-\tfrac13\right)(v_L-v_H).
\]

**Numbers for 77 K and 0.5 kV/cm**

Take rough typical silicon values: \(m_l=0.92\,m_0\) and \(m_t=0.19\,m_0\). The inverse masses differ by a factor 4.84, and the mass along a 111 field is \(0.258\,m_0\). The f phonons have energies 18, 43 and 54 meV with couplings 0.3, 2.0 and 2.0 in units of \(10^8\) eV/cm. The g phonons have 12, 18 and 62 meV with couplings 0.5, 0.8 and 11.0 in the same units. Acoustic phonons scatter elastically at the rate

\[
\frac1{\tau_{\rm ac}}=\frac{\sqrt2\,m_d^{3/2}kT\,\Xi^2\sqrt\varepsilon}{\pi\hbar^4\rho c_s^2}.
\]

It follows from the same golden rule with \(D=\Xi q\), \(\omega=c_sq\) and \(n\approx kT/\hbar\omega\), with emission and absorption added. The values are \(\Xi=9\) eV, \(c_s=9\times10^5\) cm/s and \(\rho=2.33\) g/cm³. The weak-field mobility is then about 21,200 cm²/Vs.

For the hot case I solved the equation for \(G\) on a grid of 0.5 meV cells, balancing the divergence of \(J\) against all phonon transitions. I also followed about 8000 electrons in a Monte Carlo simulation, with random flights and collisions and all three momentum components. It uses the same phonon rates but keeps every angular term.

| Quantity | Grid | Monte Carlo |
|---|---|---|
| \(v_{111}\), \(10^6\) cm/s | 5.16 | 4.91 |
| \(v_{100}\), \(10^6\) cm/s | 3.82 | 3.74 |
| \(v_H\), \(10^6\) cm/s | 1.78 | 1.74 |
| \(v_L\), \(10^6\) cm/s | 6.63 | 6.28 |
| heavy share \(s\) | 0.579 | 0.559 |
| mean energy H, meV | 18.9 | 18.4 |
| mean energy L, meV | 24.7 | 23.2 |

The statistical errors of the two simulated mean velocities are 0.02 and 0.01 in the table's units. The grid velocities lie 5 % and 2 % above the simulated ones. The dropped angular terms are the main difference of principle between the methods.

Electrons drift about 1.3 times faster along 111 than along 100: the ratio is 1.35 on the grid and 1.31 in the simulation. The heavy valleys are cold only by comparison, since the thermal mean energy is 10.0 meV.

The simulated exit rates are \(R_H=2.23\times10^{10}\) and \(R_L=5.70\times10^{10}\) per second. The balance gives

\[
s=\frac{5.70}{5.70+2\times2.23}=0.561,
\]

against a counted share of 0.559. A modest difference in mean energy thus makes the exit rates differ by a factor 2.6. The threshold shows why. For a thermal distribution, two thirds of the mean energy plays the part of \(kT\): 12.3 meV for the heavy valleys and 15.5 meV for the light ones. The factor \(e^{-\hbar\omega/kT_e}\) at 43 meV then differs by \(e^{43/12.3-43/15.5}\approx2.1\), and at 54 meV by about 2.5. These figures show the direction of the effect but do not account for the 2.6 in detail. The true distributions are not thermal, and the contrast for these two phonons is in fact larger than estimated. The 18 meV phonon pulls the total ratio down: it is weakly coupled, but its low threshold lets it carry a considerable part of the exits, and its rate differs less between the two kinds of valley.

The mean velocity follows from the grid values:

\[
v_{100}=(0.579\times1.78+0.421\times6.63)\times10^6=3.82\times10^6\ \text{cm/s}.
\]

With locked populations, the grid gives 1.79 and 6.63 for the two kinds of valley, in the same units, and

\[
v_{\rm lock}=\left(\tfrac13\times1.79+\tfrac23\times6.63\right)\times10^6=5.02\times10^6\ \text{cm/s}.
\]

Unequal heating by itself thus costs \(0.14\times10^6\) cm/s and repopulation costs \(1.19\times10^6\) cm/s. At this field repopulation makes up about nine tenths of the difference. The simulation, repeated with locked populations, gives 0.11 and 1.06 in the same units. These are differences of noisy means, uncertain by about 0.05, and within that uncertainty the division is the same. The simple product agrees: \((0.579-0.333)\times(6.63-1.78)=1.19\).

The direct cost is small because \(\varphi(a)\) is nearly straight over this range. The two locked velocities have the ratio 3.71, while \(a\) changes by 4.84. A power law through them has \(1-p=\ln3.71/\ln4.84=0.83\). It predicts \(1.79\times(0.92/0.258)^{0.83}\approx5.1\) for 111, close to the grid value 5.16. Heating does halve the 111 mobility, from 21,200 to \(5.16\times10^6/500\approx10{,}300\) cm²/Vs, but it slows both kinds of valley. The anisotropy feels only their difference. At this field the main role of preferential heating is to drive the transfer of electrons. The division depends on the field: on the grid repopulation makes up about 0.8 of the difference at 0.1 and at 1 kV/cm, and 0.7 at 3 kV/cm.

**Weaker and stronger fields**

The grid solution gives the following. At 0.5 kV/cm its ratio was about 3 % above the simulated one, so the table is meant to show the trend.

| Field, kV/cm | \(v_{111}/v_{100}\) | Heavy share |
|---|---|---|
| 0.03 | 1.02 | 0.35 |
| 0.10 | 1.14 | 0.43 |
| 0.30 | 1.35 | 0.58 |
| 1.00 | 1.27 | 0.53 |
| 3.00 | 1.20 | 0.49 |

At the weak end the ratio tends to one, as the ohmic argument requires. At the strong end the heavy share falls again. The balance turns the shares into ratios of exit rates, \(R_L/R_H=2s/(1-s)\). With the unrounded shares, 0.577 and 0.486, this is 2.7 at 0.3 kV/cm and 1.9 at 3 kV/cm. Far above threshold \(W_{\rm em}\) grows only as \(\sqrt\varepsilon\), so a given ratio of energies makes less difference to the exit rates once both groups are hot. This favours a fall in the ratio of exit rates, but the ratio of the mean energies also falls, from about 1.3 at 0.3 kV/cm to about 1.2 at 3 kV/cm, and the two contributions were not separated. The table does not show that the anisotropy disappears at still higher fields, where parabolic valleys are a poor model.

Temperature matters too. At 0.5 kV/cm and 300 K the calculated ratio is only 1.004 and the heavy share is 0.335. Phonon absorption is then common, scattering is stronger, and this field barely heats the electrons.

**How long repopulation takes**

Suppose the valleys are already hot but still equally filled. With fixed exit rates, the heavy share obeys

\[
\frac{ds}{dt}=-R_Hs+\tfrac12R_L(1-s),
\]

so it approaches its steady value with the time constant \(1/(R_H+R_L/2)\). The simulated rates give \(1/(5.08\times10^{10}\ \text{s}^{-1})\approx20\) ps. The mean velocity falls from about \(5\times10^6\) to \(3.7\times10^6\) cm/s during the transfer, so an electron drifts somewhat less than 1 µm in that time. In a much shorter sample, or just after the field is switched on, the populations have not adjusted and most of the anisotropy should be missing. This is an estimate, because the exit rates themselves change while the electrons heat.

**Real silicon**

A faster drift along 111 than along 100 is well established for cold, pure n-type silicon. The calculated ratio has a reasonable size, but it depends on the phonon parameters, which are not uniquely fixed. With f energies of 19, 47.5 and 59 meV and the same couplings the grid ratio is 1.33. With f couplings 0.15, 3.4 and 4.0 and a highest g phonon of 60 meV with coupling 3.0 it is 1.50, and the heavy share is 0.65. The ratio is therefore a prediction for real silicon only to within one or two tenths, while the part due to repopulation stays near nine tenths in all three cases. Energy loss to acoustic phonons was left out; including it on the grid moves the ratio from 1.35 to 1.37. Nonparabolic bands would raise the light-valley mass by about 2.5 %. They would also raise the density of final states and so the scattering, which lowers the velocities by more than the mass alone suggests. At \(10^{14}\) cm⁻³ ionized donors, impurity scattering at the mean energies of the hot electrons has only 1 to 2 % of the phonon rate, and degeneracy is negligible. In a weak field the electrons are slower and impurities weigh more, so the weak-field mobility given above is that of phonon scattering alone. The calculated share of electrons above 0.2 eV is below \(10^{-10}\), so impact ionization across a gap of about 1.1 eV plays no part. Shallow donors are another matter: some 3 to 10 % of the electrons lie above a binding energy of 45 meV and can ionize neutral donors. At \(10^{14}\) cm⁻³ only about 5 % of such donors are neutral, so this can change the number of carriers by a few per cent at most.

Light doping is an essential assumption. The impurity rate grows with the density of ionized donors, though somewhat more slowly than in proportion, because screening grows too. Near \(10^{16}\) cm⁻³ ionized donors it becomes comparable with the phonon rate, and the numbers above no longer apply. At 77 K in equilibrium that density needs about six times as many phosphorus atoms, most of them neutral. Scattering by neutral donors and between electrons, both left out here, also grows with doping. Strain or confinement at a surface can also split the valley energies; a splitting comparable with 6.6 meV changes the populations before any field is applied. The example suits a cooled, lightly doped, unstrained region several micrometres long. A power device blocking its rated voltage at room temperature works at far higher fields, and the ratio found here should not be carried over to it.
